# The Förster energy-transfer rate and radius from measured spectra, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

A donor D and an acceptor A have their centres separated by $\mathbf R = R\,\hat{\mathbf R}$, pointing from D to A. Each has an electronic ground state ($D$, $A$) and one nondegenerate excited state ($D^*$, $A^*$). The electronic wavefunctions are real, so the transition dipoles are real vectors, $\boldsymbol\mu_D=\mu_D\mathbf e_D$ and $\boldsymbol\mu_A=\mu_A\mathbf e_A$, with unit vectors $\mathbf e$. Energy transfer is the process $D^*A\to DA^*$, and $k$ is its rate.

Units are SI. Time-harmonic fields are real parts of complex amplitudes times $e^{-i\omega t}$. The vacuum wavenumber is $k_0=\omega/c$, the vacuum wavelength is $\lambda=2\pi c/\omega$, and $Z_0=1/(\varepsilon_0c)$. The surrounding medium is nonmagnetic and transparent, with relative permittivity $n^2$ at the frequencies of the two bands.

The measurable quantities belong to each partner alone in that medium:

- $\tau_D$ is the lifetime of $D^*$ without acceptor, and $\phi_D$ is the fraction of its decays that emit a photon, so the radiative rate is $k_r=\phi_D/\tau_D$.
- $F_D$ is the emission spectrum counted in photons and normalized to unit area, $\int F_D(\omega)\,d\omega=\int F_D(\lambda)\,d\lambda=1$.
- $\sigma_A$ is the absorption cross section of A averaged over orientations, and $\varepsilon_A$ is the decadic molar absorption coefficient.

The program that tests the formulas below and computes every quoted result is printed after this text with its output.

## 2. Two transition dipoles in vacuum

Assume that the electron clouds of D and A do not overlap. The states are then products $|D^*\rangle|A\rangle$ and $|D\rangle|A^*\rangle$, and they are coupled by the Coulomb interaction between the charges $q_i$ of D, at $\mathbf r_i$ from its centre, and the charges $q_j$ of A, at $\mathbf r'_j$ from its centre. Define the transition densities $\rho_D(\mathbf r)=\langle D|\sum_i q_i\delta(\mathbf r-\mathbf r_i)|D^*\rangle$ and $\rho_A(\mathbf r')=\langle A^*|\sum_j q_j\delta(\mathbf r'-\mathbf r'_j)|A\rangle$. Then

$$V=\frac{1}{4\pi\varepsilon_0}\iint\frac{\rho_D(\mathbf r)\,\rho_A(\mathbf r')}{|\mathbf R+\mathbf r'-\mathbf r|}\,d^3r\,d^3r' .\tag{1}$$

Each density carries zero total charge, since $\int\rho_D\,d^3r=(\sum_i q_i)\langle D|D^*\rangle=0$, and its first moment is the transition dipole. The nuclei drop out of both densities by the same orthogonality.

Put $\mathbf s=\mathbf r'-\mathbf r$. Then $|\mathbf R+\mathbf s|^{-1}=R^{-1}(1+u)^{-1/2}$ with $u=2\hat{\mathbf R}\cdot\mathbf s/R+s^2/R^2$. Using $(1+u)^{-1/2}=1-u/2+3u^2/8-\dots$ and collecting powers of $s$,

$$\frac{1}{|\mathbf R+\mathbf s|}=\frac1R-\frac{\hat{\mathbf R}\cdot\mathbf s}{R^2}+\frac{3(\hat{\mathbf R}\cdot\mathbf s)^2-s^2}{2R^3}+\dots$$

A term that depends on $\mathbf r$ alone or on $\mathbf r'$ alone integrates to zero, because the other density has no net charge. This removes the first two terms and the squares in the third. The cross terms are $-6(\hat{\mathbf R}\cdot\mathbf r)(\hat{\mathbf R}\cdot\mathbf r')$ from $3(\hat{\mathbf R}\cdot\mathbf s)^2$ and $+2\,\mathbf r\cdot\mathbf r'$ from $-s^2$. Dividing by $2R^3$ and integrating,

$$V_{\rm vac}=\frac{\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0R^3},\qquad \kappa=\mathbf e_D\cdot\mathbf e_A-3(\mathbf e_D\cdot\hat{\mathbf R})(\mathbf e_A\cdot\hat{\mathbf R}).\tag{2}$$

This is $-\boldsymbol\mu_A\cdot\mathbf E_D$, where $\mathbf E_D=\mu_D[3(\mathbf e_D\cdot\hat{\mathbf R})\hat{\mathbf R}-\mathbf e_D]/(4\pi\varepsilon_0R^3)$ is the static field of a dipole $\boldsymbol\mu_D$.

For chromophores of size $l$, the next term couples a dipole to a quadrupole and is of relative order $l/R$. It vanishes when each transition density is odd under inversion through its centre, and the relative error is then of order $(l/R)^2$.

*Check on a limit.* Represent each dipole by charges $\pm q$ a distance $l$ apart, $\mu=ql$, both along $\hat{\mathbf R}$. Like charges are $R$ apart (two pairs) and unlike charges are $R\pm l$ apart. With $\eta=l/R$,

$$V=\frac{q^2}{4\pi\varepsilon_0R}\left[2-\frac{1}{1+\eta}-\frac{1}{1-\eta}\right]=-\frac{2\mu^2}{4\pi\varepsilon_0R^3}\,\frac{1}{1-\eta^2}.$$

Equation (2) gives $\kappa=1-3=-2$, in agreement, and the relative error is $\eta^2$ at leading order. The program sums the four Coulomb terms in a skew geometry with $\kappa=-0.640$ and asserts that the error falls fourfold when $l/R$ is halved from 0.02 to 0.01. At $l/R=0.1$ the four-charge value differs from (2) by $-0.86\,\%$ of (2).

**The orientation factor.** Write $\kappa=\mathbf e_A\cdot\mathbf v$ with $\mathbf v=\mathbf e_D-3\cos\theta_D\,\hat{\mathbf R}$ and $\cos\theta_D=\mathbf e_D\cdot\hat{\mathbf R}$. Its length obeys $v^2=1-6\cos^2\theta_D+9\cos^2\theta_D=1+3\cos^2\theta_D$. Hence $0\le\kappa^2\le v^2\le4$; the upper value is reached by collinear dipoles and the lower one whenever $\mathbf e_A\perp\mathbf v$. For a unit vector uniform on the sphere, the three squared components have equal means that add to one, so $\langle(\mathbf e\cdot\mathbf v)^2\rangle=v^2/3$. Averaging over $\mathbf e_A$ and then over $\mathbf e_D$,

$$\langle\kappa^2\rangle=\frac{1+3\langle\cos^2\theta_D\rangle}{3}=\frac{1+1}{3}=\frac23 .\tag{3}$$

Quadrature and a grid search in the program confirm $2/3$ and $4$. The value $2/3$ may replace $\kappa^2$ in the rate of a single pair when both dipoles sample all directions independently in a time short compared with $1/k$ and $\tau_D$. If the fast motion is restricted, the average runs over the orientations actually sampled; for a fixed donor and a freely rotating acceptor it is $(1+3\cos^2\theta_D)/3$, which lies between $1/3$ and $4/3$. Frozen pairs each have their own rate, and their ensemble does not decay as one exponential.

If the clouds overlap, the product states must be antisymmetrized between D and A. This adds an exchange integral containing products of a D orbital and an A orbital at the same point, which falls off exponentially with $R$ as the orbital tails do. That is Dexter transfer; it is left out here, which restricts $R$ to distances at which the orbital tails of D and A no longer overlap appreciably.

## 3. From an oscillation to a rate

Take first two sharp levels of equal energy with coupling $V$. The amplitudes obey $i\hbar\dot c_1=Vc_2$ and $i\hbar\dot c_2=Vc_1$, so $c_1=\cos(Vt/\hbar)$ and $c_2=-i\sin(Vt/\hbar)$. The excitation swings back and forth, and no rate exists. A rate needs many final levels.

Let an initial level $i$ couple to final levels $f$ with matrix elements $V_{fi}$ and $\omega_{fi}=(E_f-E_i)/\hbar$. In the interaction picture, with $c_i\approx1$,

$$c_f(t)=-\frac{i}{\hbar}V_{fi}\int_0^te^{i\omega_{fi}t'}dt',\qquad |c_f|^2=\frac{|V_{fi}|^2}{\hbar^2}\,\frac{4\sin^2(\omega_{fi}t/2)}{\omega_{fi}^2}.$$

The last factor is a peak of width about $1/t$. Its area follows from $z=\omega t/2$ and $\int\sin^2z/z^2\,dz=\pi$, and equals $2\pi t$. If the final levels and their couplings vary smoothly over an energy width $\Delta$, and $t\gg\hbar/\Delta$, the peak acts as $2\pi t\,\delta(\omega_{fi})$, and the lost population grows linearly in time at the rate

$$k=\frac{2\pi}{\hbar^2}\sum_f|V_{fi}|^2\,\delta(\omega_{fi})=\frac{2\pi}{\hbar}\sum_f|V_{fi}|^2\,\delta(E_f-E_i).\tag{4}$$

The second form uses $\delta(\omega)=\hbar\,\delta(E)$. The approximation $c_i\approx1$ needs $t\ll1/k$. A window $\hbar/\Delta\ll t\ll1/k$ exists when $\hbar k\ll\Delta$. For a total coupling $V$ spread over a band of width $\Delta$, $\hbar k\sim2\pi V^2/\Delta$, so the condition is $|V|\ll\Delta$.

*Check on both sides.* The program diagonalizes one level coupled to 1201 levels whose squared couplings form a Gaussian of standard deviation $\Delta$, with the level $0.5\Delta$ from the centre. For $V=0.05\Delta$ the exact decay rate is 1.0013 times (4); the test asserts agreement within 1 %. The program runs this one weak coupling only, so it does not show how the excess of 0.0013 of (4) scales with $V/\Delta$. For $V=2\Delta$ the population passes a minimum and climbs back to 0.44, the remnant of the two-level oscillation, which no rate describes.

## 4. Vibronic states and the overlap of two lineshapes

The final levels are supplied by nuclear motion. Three assumptions enter.

1. Condon approximation: the dipoles do not depend on the nuclear coordinates, so a vibronic matrix element is $V$ times overlaps of nuclear wavefunctions.
2. Independent baths: the nuclear coordinates that modulate the gap of D are distinct from, and uncoupled to, those that modulate the gap of A.
3. Relaxation: the nuclei reach thermal equilibrium on the $D^*$ and $A$ surfaces in a time short compared with $1/k$.

Label the nuclear states $v$ on $D^*$, $m$ on $D$, $u$ on $A$ and $w$ on $A^*$, with Boltzmann weights $p_v$ and $p_u$. The initial weight is the product $p_vp_u$ by assumptions 2 and 3. The energy released by D is $a_{vm}=E^{D^*}_v-E^D_m$ and the energy taken up by A is $b_{uw}=E^{A^*}_w-E^A_u$. Equation (4), averaged over initial states, is

$$k=\frac{2\pi}{\hbar}|V|^2\sum_{v,m,u,w}p_v\,|\langle m|v\rangle|^2\;p_u\,|\langle w|u\rangle|^2\;\delta(a_{vm}-b_{uw}).\tag{5}$$

Insert $\delta(a-b)=\int dE\,\delta(E-a)\,\delta(E-b)$. The fourfold sum then splits into a donor factor and an acceptor factor,

$$L_D(E)=\sum_{v,m}p_v|\langle m|v\rangle|^2\delta(E-a_{vm}),\qquad L_A(E)=\sum_{u,w}p_u|\langle w|u\rangle|^2\delta(E-b_{uw}).$$

Both have unit area, because $\sum_m|\langle m|v\rangle|^2=1$ by completeness and $\sum_vp_v=1$. As densities in frequency, $L(\omega)=\hbar L(E)$ and $d\omega=dE/\hbar$, so $\int L_DL_A\,d\omega=\hbar\int L_DL_A\,dE$ and

$$k=\frac{2\pi}{\hbar}|V|^2\rho=\frac{2\pi}{\hbar^2}|V|^2\int L_D(\omega)L_A(\omega)\,d\omega,\qquad \rho=\int L_D(E)L_A(E)\,dE.\tag{6}$$

The variable $E$ only keeps account of the energy handed over; no photon is in the intermediate state. If D and A share a bath, the overlaps and weights in (5) do not factor and single-molecule spectra no longer determine $k$. If the gaps have static disorder that is uncorrelated between D and A, averaging (6) replaces each $L$ by its ensemble mean, and ensemble spectra give the mean rate when all donors share the same $\tau_D$. A steady-state emission spectrum weights each donor by its own lifetime, and $k_r$ varies with the gap through the factor $\omega^3$ of (11), so otherwise the correspondence is approximate.

**A model lineshape.** For one harmonic mode of quantum $\hbar\Omega$, displaced on excitation by a Huang–Rhys factor $S$, take $H_g=\hbar\Omega\,a^\dagger a$ and

$$H_e=E_{00}+\hbar\Omega(a^\dagger-\sqrt S)(a-\sqrt S)=H_g+E_{00}+\lambda_r+\delta,\qquad \lambda_r=S\hbar\Omega,\quad \delta=-\hbar\Omega\sqrt S\,(a+a^\dagger).$$

The lowest state of $H_e$ obeys $a|\chi\rangle=\sqrt S|\chi\rangle$, so its coefficients satisfy $\sqrt m\,c_m=\sqrt S\,c_{m-1}$ and, after normalization, $|c_m|^2=e^{-S}S^m/m!$. A stiff mode, $\hbar\Omega\gg k_BT$, therefore gives a Poisson progression of lines, running down from $E_{00}$ in emission and, by the symmetry of the two surfaces, up from $E_{00}$ in absorption.

A soft mode is described by the moments of $L_A$. Completeness gives $\sum_w|\langle w|u\rangle|^2(E_w-E_u-\bar E)^j=\langle u|(H_e-E_u-\bar E)^j|u\rangle$. With $\bar E=E_{00}+\lambda_r$ the operator is $(H_g-E_u)+\delta$, and acting on $|u\rangle$ it gives $\delta|u\rangle$. The first moment $\langle u|\delta|u\rangle$ vanishes, so $\bar E$ is the mean. The variance is $\langle\delta^2\rangle=S(\hbar\Omega)^2\langle2u+1\rangle=S(\hbar\Omega)^2\coth x$ with $x=\hbar\Omega/2k_BT$. The third moment is $\langle\delta^3\rangle+\langle\delta(H_g-E_u)\delta\rangle$; the first part vanishes by parity and the second is $S(\hbar\Omega)^2[(u+1)\hbar\Omega-u\hbar\Omega]=S(\hbar\Omega)^3$. Since $\coth x=(1/x)(1+x^2/3+\dots)$, the variance tends to $s^2=2\lambda_rk_BT$ and the skewness $\lambda_r(\hbar\Omega)^2/s^3$ tends to zero as $\Omega\to0$ at fixed $\lambda_r$. In that classical limit the line is the distribution of a gap linear in a coordinate with a Gaussian Boltzmann weight, and so it is a Gaussian.

*Check.* For $\hbar\Omega=0.005$ eV, $\lambda_r=0.04$ eV and $k_BT=0.025852$ eV, $x=0.0967$ and $x^2/3=0.0031$. The program builds the Franck–Condon matrix numerically and finds a variance of 1.0031 times $2\lambda_rk_BT$ and a skewness of 0.0106; it asserts the mean, the variance within 0.5 % and a skewness below 0.02.

The model used later gives each chromophore one stiff mode and a classical bath of reorganization energy $\lambda_s$. Each line becomes a Gaussian $G(E;s^2)$ with $s^2=2\lambda_sk_BT$, shifted by $-\lambda_s$ in emission and $+\lambda_s$ in absorption. Completing the square gives $\int G(E-a;s^2)G(E-b;s^2)\,dE=G(a-b;2s^2)$, so $\rho$ is the sum in (5) with each delta function replaced by a Gaussian of variance $2s^2$. The derivation that follows does not depend on this model.

## 5. The medium

A transition density is not a static charge: the operator $|D\rangle\langle D^*|$ evolves as $e^{-i\omega t}$ at the transition frequency. I treat the medium in linear response, so that $V=-\boldsymbol\mu_A\cdot\mathbf E$, as below (2), with $\mathbf E$ the field at A produced by a dipole $\boldsymbol\mu_D$ oscillating at $\omega$. The permittivity that enters is then the optical one, $n^2$, and the static dielectric constant plays no part in $V$. Each chromophore sits at the centre of an empty sphere of radius $a\ll R$. This geometry is one model of the local field, solvable in closed form.

**Field equation.** For a dipole along $z$, try $\mathbf H=g(r)\sin\theta\,\hat{\boldsymbol\varphi}$, which has zero divergence. In a source-free region of permittivity $\epsilon$, $\nabla\times\mathbf H=-i\omega\varepsilon_0\epsilon\mathbf E$ gives

$$E_r=\frac{i}{\omega\varepsilon_0\epsilon}\,\frac{2g\cos\theta}{r},\qquad E_\theta=-\frac{i}{\omega\varepsilon_0\epsilon}\,\frac{(rg)'\sin\theta}{r}.\tag{7}$$

The $\varphi$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ is $r^{-1}[\partial_r(rE_\theta)-\partial_\theta E_r]=i\omega\mu_0g\sin\theta$. Inserting (7) and $\mu_0\varepsilon_0=c^{-2}$ gives $(rg)''-2(rg)/r^2+\epsilon k_0^2(rg)=0$. With $y=\sqrt\epsilon\,k_0r$, the outgoing solution is $g=h_1(y)$ and the regular one is its real part,

$$h_1=-\frac{e^{iy}(y+i)}{y^2},\qquad j_1=\frac{\sin y}{y^2}-\frac{\cos y}{y},\qquad (yh_1)'=\frac{e^{iy}\,[\,y+i(1-y^2)\,]}{y^2}.$$

To verify, write $yh_1=-e^{iy}w$ with $w=1+i/y$; then $(e^{iy}w)''+e^{iy}w=e^{iy}(w''+2iw')=e^{iy}(2i/y^3+2/y^2)=2e^{iy}w/y^2$, as required. Note that $d(rg)/dr=d(yg)/dy$. For small $y$: $h_1\approx-i/y^2$, $(yh_1)'\approx i/y^2$, $j_1\approx y/3$, $(yj_1)'\approx2y/3$. At $r=a$ the tangential fields are continuous, which means $g$ and $(rg)'/\epsilon$.

**Outgoing field.** Inside, $g=\mathcal Ah_1(k_0r)+Bj_1(k_0r)$; outside, $g=Ch_1(nk_0r)$. Close to the source, (7) gives $E_r=2\mathcal A\cos\theta/(\omega\varepsilon_0k_0^2r^3)$, which must equal the dipole field $2p\cos\theta/(4\pi\varepsilon_0r^3)$. Hence $\mathcal A=\omega k_0^2p/4\pi$. With $x=k_0a\ll1$ the two conditions are

$$-\frac{i\mathcal A}{x^2}+\frac{Bx}{3}=-\frac{iC}{n^2x^2},\qquad \frac{i\mathcal A}{x^2}+\frac{2Bx}{3}=\frac{iC}{n^4x^2}.$$

The first gives $Bx/3=-i(C/n^2-\mathcal A)/x^2$. The second then reads $\mathcal A-2(C/n^2-\mathcal A)=C/n^4$, or $3\mathcal A=(C/n^2)(2+1/n^2)$, so

$$C=n^2f\mathcal A,\qquad f=\frac{3n^2}{2n^2+1}.\tag{8}$$

The $B$ term is the reaction field at the dipole. At this order it is in phase with $p$, so it shifts the transition energy, and that shift is counted in $E_{00}$. Outside the sphere, for $nk_0r\ll1$, (7) with $\epsilon=n^2$ gives $E_r=2C\cos\theta/(\omega\varepsilon_0n^4k_0^2r^3)$ and $E_\theta=C\sin\theta/(\omega\varepsilon_0n^4k_0^2r^3)$. Since $\hat{\mathbf z}=\cos\theta\,\hat{\mathbf r}-\sin\theta\,\hat{\boldsymbol\theta}$, this is

$$\mathbf E=\frac{fp}{4\pi\varepsilon_0n^2r^3}\left[3(\hat{\mathbf z}\cdot\hat{\mathbf r})\hat{\mathbf r}-\hat{\mathbf z}\right].\tag{9}$$

**Incoming field.** The wave $g=j_1(nk_0r)$ has, near the origin, $E_r\propto\cos\theta$ and $E_\theta\propto-\sin\theta$ with equal coefficients: a uniform field along $z$ of amplitude $E_0=(i/\omega\varepsilon_0n^2)(2nk_0/3)$. Place the sphere in it, with $g=j_1(nk_0r)+\mathcal Sh_1(nk_0r)$ outside and $g=Bj_1(k_0r)$ inside:

$$\frac{Bx}{3}=\frac{nx}{3}-\frac{i\mathcal S}{n^2x^2},\qquad n^2\,\frac{2Bx}{3}=\frac{2nx}{3}+\frac{i\mathcal S}{n^2x^2}.$$

Adding them removes $\mathcal S$: $B(1+2n^2)/3=n$. The field at the centre is $(i/\omega\varepsilon_0)(2Bk_0/3)$, and its ratio to $E_0$ is $nB=f$. The same factor governs the way in and the way out.

The donor field at A is therefore $f$ times (9), and

$$V=\frac{f^2\,\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0\,n^2R^3}.\tag{10}$$

The parts of the donor field that vary across A's sphere belong to higher multipoles, whose electric field vanishes at the centre. Scattering from A's sphere to D's and back carries a factor of order $(a/R)^3$ twice, so its relative size is of order $(a/R)^6$.

*Check on limits.* At $n=1$, $f=1$ and (10) returns to (2). For large $n$, $f\to3/2$ and the coupling falls as $n^{-2}$. The program solves both matching problems with the full Bessel functions at $k_0a=10^{-4}$ for $n=1$, 1.4 and 2, and asserts the radial near field of (9) and the inward factor $f$ to $10^{-5}$ relative.

We now have the transfer rate (6) as an overlap of two lineshapes, and the coupling (10) between the two transition dipoles in the medium. It remains to replace the dipoles and lineshapes by the donor's measured emission and the acceptor's measured absorption, which gives $R_0$, and then to examine the retarded field and work through an example.
